# Why [001] Compression Polarizes Donor Absorption in Silicon

**Q.** I measure infrared absorption of neutral donors in cold silicon. Without stress, turning the polarizer changes nothing. When I squeeze the crystal hard along [001], the 2p0 line is seen with the electric field along the stress and the 2p± line with the field across it. Has the stress reshaped the p orbitals?

**A.** Reshaping is not needed. Start with the unstressed crystal. Silicon has six equivalent conduction-band minima, or valleys, at wavevectors $\pm k_0$ along the three cube axes. I call [001] the $z$ axis. The donor electron's wave function is a sum over valleys,

$$\psi(\mathbf r)=\sum_{j=1}^{6}c_jF_j(\mathbf r)\phi_j(\mathbf r),\qquad \sum_j|c_j|^2=1 .$$

Here $\phi_j$ is the rapidly varying Bloch function at the bottom of valley $j$, and $F_j$ is a smooth envelope extending over many unit cells. The labels 1s, 2p0 and 2p± describe envelopes, and each is defined relative to its own valley's axis. A 2p0 state in an $x$ valley therefore points along $x$, not along your stress.

**Q.** Then take one valley, say $+z$. What does it absorb?

**A.** The mass is $m_l$ along the valley axis and $m_t$ across it. In the effective-mass approximation the envelope obeys

$$\left[-\frac{\hbar^2}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}\right]F=EF .$$

Energies are measured from the bottom of this valley. The operator is unchanged when any one of $x,y,z$ changes sign, so envelopes can be chosen even or odd in each coordinate:

- 1s is even in $x$, $y$ and $z$.
- 2p0 is odd in $z$ and even in $x,y$.
- 2p± are combinations of 2p$x$, odd in $x$ alone, and 2p$y$, odd in $y$ alone.

The donor is much smaller than the infrared wavelength, so the light field is uniform across it. For linear polarization along the unit vector $\mathbf e$, the transition amplitude is proportional to the matrix element of $\mathbf e\cdot\mathbf r$. An integral over all space vanishes if its integrand is odd in any coordinate. The surviving elements are

$$D_0=\langle 2p0|z|1s\rangle,\qquad D_1=\langle 2px|x|1s\rangle=\langle 2py|y|1s\rangle .$$

For instance, $\langle2p0|x|1s\rangle$ has an integrand odd in both $x$ and $z$, so it is zero. A $z$ valley thus absorbs to 2p0 for $\mathbf E\parallel z$ and to 2p± for $\mathbf E\perp z$.

I also solved this equation on a coarse three-dimensional mesh without assigning parities, with masses 0.19 and 0.92 electron masses and permittivity 11.4. Among the lowest seven states, every transition from the ground state that had a dipole was polarized either along $z$ or across it; two had none. The forbidden squared dipoles were below $10^{-6}$ of the squared effective length, which is 3.175 nm.

**Q.** Why do 2p0 and 2p± have different energies at all?

**A.** Suppose first that the mass is $m_t$ in every direction. The three 2p states are then degenerate. Now make the mass along $z$ slightly heavier. This changes the Hamiltonian by

$$\delta H=-\frac12\left(\frac1{m_t}-\frac1{m_l}\right)p_z^2 ,$$

which lowers the energy. A p state has the same angular shape in momentum space as in position space, so $\langle p_z^2\rangle=\tfrac35\langle p^2\rangle$ for 2p0 and $\tfrac15\langle p^2\rangle$ for 2p$x$ or 2p$y$. To first order in the anisotropy, 2p0 drops three times as far. Silicon's anisotropy is not small, so the energies need a numerical solution. It gives $-11.50$ meV for 2p0 and $-6.39$ meV for 2p±. The coarse mesh gave $-11.72$ and $-6.55$ meV.

**Q.** If each valley is so selective, why is my unstressed sample indifferent to polarization?

**A.** You add the absorption of three pairs of valleys with different axes. To see that strengths add, insert the valley sum into the dipole element. Terms joining different valleys contain the rapidly varying product $\phi_i^*\phi_j$ and nearly average out. In terms within one valley, $|\phi_j|^2$ may be replaced by its cell average, taken as 1. What remains is the envelope dipole multiplied by $c_j$.

Let $\mathbf n_j$ be the axis of valley $j$. The component of $\mathbf e$ along this axis excites 2p0, and the perpendicular component excites 2p±. Summing squared amplitudes over the final states of all valleys gives

$$I_0(\mathbf e)=D_0^2\sum_j|c_j|^2(\mathbf e\cdot\mathbf n_j)^2,$$

$$I_1(\mathbf e)=D_1^2\sum_j|c_j|^2\left[1-(\mathbf e\cdot\mathbf n_j)^2\right].$$

The subscripts 0 and 1 denote 2p0 and 2p±. If the final states are mixtures of valleys, these sums do not change, because the mixtures span the same set of states.

Without stress the ground state has $|c_j|^2=1/6$. Each axis carries two valleys, so

$$\sum_j\frac16(\mathbf e\cdot\mathbf n_j)^2=\frac26(e_x^2+e_y^2+e_z^2)=\frac13 .$$

Hence $I_0=D_0^2/3$ and $I_1=2D_1^2/3$ for every polarization. The selectivity is present in each valley and hidden by the sum.

**Q.** So the stress must make the valleys unequal. How?

**A.** It shifts their energies. Let tensile stress be positive, so compression has $\sigma<0$. With stress along $z$ alone, $\varepsilon_{xx}=\varepsilon_{yy}$ and Hooke's law gives

$$0=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz},$$

$$\sigma=2C_{12}\varepsilon_{xx}+C_{11}\varepsilon_{zz}.$$

Subtract the second line from the first:

$$-\sigma=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{zz}).$$

Strain moves a valley on axis $j$ by an amount common to all valleys plus $\Xi_u\varepsilon_{jj}$, where $\Xi_u$ is the shear deformation potential. The common part cancels in the difference, leaving the $x,y$ valleys above the $z$ valleys by

$$S=\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})=-\frac{\Xi_u\sigma}{C_{11}-C_{12}} .$$

For silicon's conduction valleys $\Xi_u$ is positive; I take that sign as a material input. Compression therefore gives $S>0$ and lowers the two $z$ valleys relative to the other four.

Take $\Xi_u=9.0$ eV, $C_{11}=165$ GPa, $C_{12}=65$ GPa and $\sigma=-0.5$ GPa. The strains are $-0.390\%$ along $z$ and $+0.110\%$ along $x$. Their difference is $0.500\%$, so $S=9.0\ \text{eV}\times0.00500=45.0$ meV.

**Q.** Does the electron then simply fall into the $z$ valleys?

**A.** Not completely, because the donor couples the valleys. Its potential close to the nucleus varies fast enough to transfer an electron between them. This valley-orbit coupling acts strongly on 1s, whose envelope is large at the donor. It is neglected for the p states, whose envelopes vanish there.

Let every pair of different valleys be coupled by $-\Delta$, with $\Delta>0$, and let $E_s$ be the 1s energy before coupling. Since all couplings are negative, giving all amplitudes the same sign minimizes the energy. Symmetry then makes the two $z$ amplitudes equal and the four $x,y$ amplitudes equal. The ground state needs just two basis states:

$$|Z\rangle=\frac{|{+z}\rangle+|{-z}\rangle}{\sqrt2},$$

$$|X\rangle=\frac{|{+x}\rangle+|{-x}\rangle+|{+y}\rangle+|{-y}\rangle}{2}.$$

In $|Z\rangle$ each valley has one partner, so $E_Z=E_s-\Delta$. In $|X\rangle$ each has three partners, so $E_X=E_s+S-3\Delta$. The two states are joined by eight valley pairs:

$$\langle Z|H|X\rangle=\frac1{\sqrt2}\cdot\frac12\cdot8(-\Delta)=-2\sqrt2\,\Delta .$$

Define $d=E_X-E_Z=S-2\Delta$ and $g=2\sqrt2\,\Delta$. Relative to the mean of $E_X$ and $E_Z$,

$$H=\begin{pmatrix}-d/2&-g\\-g&d/2\end{pmatrix},\qquad E^2=\frac{d^2}{4}+g^2 .$$

The lower energy is $E=-\tfrac12\sqrt{d^2+4g^2}$. Let $w$ be the ground state's total weight in the four $x,y$ valleys. The derivative of an eigenvalue equals the expectation value of the derivative of $H$, so

$$\frac{\partial E}{\partial d}=-\frac12(1-w)+\frac12w=w-\frac12 .$$

Differentiating $E$ directly gives $-d/(2\sqrt{d^2+4g^2})$. Equating the two and using $4g^2=32\Delta^2$,

$$w=\frac12\left[1-\frac{S-2\Delta}{\sqrt{(S-2\Delta)^2+32\Delta^2}}\right].$$

At $S=0$ the bracket is $1+2/6=4/3$, so $w=2/3$: four valleys out of six. For $S\gg\Delta$, expanding the square root gives $w\approx8\Delta^2/S^2$. "Strong compression" means that $S$ is large compared with the valley-orbit coupling.

**Q.** Can you turn $w$ into something my polarizer measures?

**A.** Up to a photon-energy factor, given below the table. Each $z$ valley has weight $(1-w)/2$ and each $x$ or $y$ valley has $w/4$. For $\mathbf e$ along $z$, and then along $x$, the sums become

$$I_0^\parallel=(1-w)D_0^2,\qquad I_0^\perp=\frac w2D_0^2,$$

$$I_1^\parallel=wD_1^2,\qquad I_1^\perp=\left(1-\frac w2\right)D_1^2 .$$

Define polarization degrees that are positive for the behaviour you see:

$$P_0=\frac{I_0^\parallel-I_0^\perp}{I_0^\parallel+I_0^\perp}=\frac{2-3w}{2-w},$$

$$P_1=\frac{I_1^\perp-I_1^\parallel}{I_1^\perp+I_1^\parallel}=\frac{2-3w}{2+w}.$$

Both vanish at $w=2/3$ and approach 1 as $w\to0$. The dipole lengths cancel because the model gives every valley the same envelopes, whatever the stress. That assumption overstates the dipoles of the raised valleys, as noted below. The polarization therefore arises here without any reshaping. The stress selects the valleys, and their fixed axes select the polarization.

With $\Delta=2.0$ meV the model gives:

| $\sigma$ (GPa) | $w$ | $P_0$ | $P_1$ |
|---:|---:|---:|---:|
| 0 | 0.667 | 0 | 0 |
| −0.05 | 0.478 | 0.372 | 0.229 |
| −0.20 | 0.111 | 0.882 | 0.789 |
| −0.50 | 0.018 | 0.982 | 0.964 |
| −1.00 | 0.004 | 0.996 | 0.991 |

These degrees compare squared dipoles. Absorption also carries the photon energy, which is higher by $S$ for transitions in the $x,y$ valleys. With that factor and the line energies given below, $(P_0,P_1)$ become $(0.312, 0.191)$, $(0.813, 0.699)$, $(0.951, 0.916)$ and $(0.981, 0.967)$ at $-0.05$, $-0.20$, $-0.50$ and $-1.00$ GPa. The limits 0 and 1 are unchanged.

At $-0.5$ GPa, for example, the dipole degree is $P_0=(2-0.054)/(2-0.018)=0.982$. The large-$S$ estimate of $w$ is $8(2.0)^2/45.0^2=0.0158$, against 0.0180 from the full formula. It is low mainly because it replaces $S-2\Delta=41$ meV by 45 meV.

**Q.** Those degrees add all valleys. My spectrometer separates lines. What does a single line do?

**A.** Under stress each zero-stress line splits. One component ends in the $z$ valleys and the other in the $x,y$ valleys, higher by $S$. The $z$-valley components obey the polarization rule at any compression that resolves them. Stronger stress does not improve their rule; it removes the other components by draining the $x,y$ valleys.

At $-0.5$ GPa, with $E_s=-35.0$ meV, the ground state lies 37.77 meV below the $z$-valley edge. Subtracting its energy from those of the p states gives

$$h\nu_{2p0}=-11.50+37.77=26.27\ \text{meV},$$

$$h\nu_{2p\pm}=-6.39+37.77=31.38\ \text{meV}.$$

The first absorbs for $\mathbf E\parallel z$, the second for $\mathbf E\perp z$. The 2p0 component of the $x,y$ valleys lies at $26.27+45.0=71.27$ meV and absorbs for $\mathbf E\perp z$. That is above the 37.77 meV needed to ionize into the $z$ valleys, so it overlaps a continuum and need not appear as a sharp line.

Absorption is proportional to photon energy times squared dipole. For equal envelope dipoles, the perpendicular absorption of this upper component relative to the main 2p0 line is

$$\frac{0.0180/2}{1-0.0180}\times\frac{71.27}{26.27}=0.025 .$$

Equal dipoles overestimate this. The $x,y$ part of the ground state lies about 83 meV below its own valley edge, so its envelope is more compact and overlaps the 2p0 envelope less. If the envelopes are allowed to adjust through a short-range coupling fitted to the same zero-stress levels, $w$ stays near 0.02 but the ratio drops to about 0.003.

**Q.** Should my two main lines be equally strong, each in its favoured polarization?

**A.** Not in this model. The computed dipole lengths are $D_0=1.137$ nm and $D_1=1.595$ nm. Both lines start from the same $z$-valley weight, so it cancels from their ratio:

$$\frac{\text{2p0, parallel}}{\text{2p±, perpendicular}}=\frac{26.27}{31.38}\left(\frac{1.137}{1.595}\right)^2\approx0.43 .$$

This compares integrated absorption, not peak heights, which also depend on linewidth. The dipoles come from an envelope bound by 31.23 meV, whereas the donor's short-range potential binds the real ground state more tightly. Adding a short-range well fitted to a 37.00 meV binding energy multiplies the squared dipoles by 0.605 for 2p0 and 0.587 for 2p±. Both lines weaken by about 40%, but their ratio changes by only about 3%. The factors depend on the shape assumed for the well.

**Q.** You dropped dipoles between valleys. Could they spoil the rule at high stress?

**A.** First, their size. The product of two Bloch functions contains the difference of their wavevectors, up to a reciprocal-lattice vector. The smallest mismatch is between $+z$ and $-z$, and equals 3.47 nm$^{-1}$ here. With the Bloch factor set to its upper scale of 1, the intervalley dipole for 2p0 is about 0.5% of the intravalley dipole $D_0$ if the ground state is bound by the Coulomb potential alone. For the more tightly bound ground state with the short-range well, it is about 0.7% of $D_0$, or 0.9% of that state's own intravalley dipole.

Symmetry then protects the polarization even from this small term. Rotate the crystal by 180° about the stress axis through the donor, so that $(x,y,z)\to(-x,-y,z)$. This is a symmetry of a substitutional site in silicon, and stress along $z$ preserves it. The rotation leaves both $z$ valleys in place. Apart from a factor common to their Bloch functions, it leaves 1s and 2p0 unchanged and reverses the sign of 2p±. The small $x,y$-valley part of the ground state behaves under the rotation just as the $z$-valley 1s part does, because the coupling that mixes them has the rotation's symmetry. The rotation leaves the operator $z$ unchanged and reverses $x$ and $y$.

A matrix element must be unchanged by a symmetry operation, so one that reverses sign is zero. This forbids $\langle2p0|x|1s\rangle$ and $\langle2p\pm|z|1s\rangle$ for the $z$-valley lines, with intervalley terms included. The argument omits spin-orbit coupling and requires that no nearby defect, and no shear strain in the $xz$ or $yz$ plane, break the rotation symmetry.

**Q.** What if I pull instead of squeeze?

**A.** Then $S<0$ and the four $x,y$ valleys are lowest. In the strong-tension limit $w\to1$, and the formulas give $P_0\to-1$ and $P_1\to-1/3$. The 2p0 absorption turns perpendicular to the stress. The 2p± absorption remains in both polarizations, with $I_1^\parallel=D_1^2$ and $I_1^\perp=D_1^2/2$. An $x$ valley accepts fields along $y$ and $z$, and a $y$ valley accepts fields along $x$ and $z$, so $z$ is served twice.

At $+0.5$ GPa the computed dipole degrees are $-0.949$ and $-0.322$, or $-0.878$ and $-0.308$ with the photon-energy factor. Tension is therefore not a mirror image of compression: it leaves two valley axes occupied instead of one.

**Q.** Why insist on low temperature if the valleys are 45 meV apart?

**A.** The rule concerns absorption from the ground state, so the electrons must be bound to donors and mostly in that state. At 10 K and $-0.5$ GPa, the first excited 1s level is 4.77 meV above the ground state. Among the 1s levels it holds a fraction 0.0039 of the electrons. It also belongs to the $z$ valleys, being their antisymmetric combination, so its intravalley transitions have the same polarizations. Their photon energies are lower by 4.77 meV, however, which puts its 2p± line at 26.61 meV, close to the main 2p0 line. The levels belonging mainly to the $x,y$ valleys have negligible population. At weaker stress they come closer, and heating that populates them can bring back the other polarizations.

**Q.** How near is this to my phosphorus-doped sample?

**A.** The inputs are rough typical values for phosphorus in silicon. At zero stress the model puts the ground state at $E_s-5\Delta=-45$ meV and the other five 1s levels at $E_s+\Delta=-33$ meV. In the real donor those five are split by roughly 1 meV. A different coupling between opposite valleys produces such a splitting, but it shifts $E_Z$ and $E_X$ equally and leaves $w$ unchanged. It does change the gap between the ground state and the first excited 1s level, so the lines from that thermally excited level need not lie where this model puts them, nor have the same strength. With couplings fitted to the phosphorus 1s levels the gap at $-0.5$ GPa is somewhat below 4 meV. The thermal 2p± line then lies more than 1 meV above the main 2p0 line and has 2% or more of its strength at 10 K.

A stress of 0.5 GPa is a heavy load for a bulk sample, and it may not be uniform. In a region that feels only 0.2 GPa, the dipole degree $P_0$ of the equal-envelope model falls from 0.98 to 0.88; with envelopes that adjust to the stress it falls from 0.998 to about 0.96. Uneven stress also broadens the lines where it changes the ground-state binding energy. Bending or a misaligned load can add shear strain in the $xz$ or $yz$ plane, which breaks the rotation symmetry; I have not estimated that effect. A uniform strain confined to the $xy$ plane would preserve the symmetry. The model also keeps the effective masses independent of stress.

**Q.** What should I check first if I find 2p0 absorption in the forbidden polarization?

**A.** Check the geometry. Send the light across the stress axis, for example along $y$, so that you can choose $\mathbf E$ along $z$ or $x$. Light travelling along $z$ has no field component along the stress and cannot show the allowed 2p0 line. If a field meant to be perpendicular is tilted towards $z$ by an angle $\theta$, its parallel component is $\sin\theta$. The leaked fraction of the full parallel absorption is $\sin^2\theta$, or 0.0027 for 3°.

Then look at the photon energy. Perpendicular absorption near 26 meV can have more than one origin in this model. The 2p± line of the thermally excited 1s level lies at 26.61 meV and is allowed for perpendicular light. At 10 K it has about 0.8% of the strength of the main 2p0 line in this model, more for the smaller gap of real phosphorus, and it fades rapidly on cooling. Perpendicular absorption at the main 2p0 line itself, 26.27 meV, that survives cooling to about 4 K would point to misalignment, imperfect polarization or broken symmetry. Near 71 meV, ordinary photoionization from the $z$ valleys already absorbs perpendicular light. Silicon's two-phonon lattice absorption also lies in this range, so compare with an undoped sample. Only an extra donor-related feature on that background would be consistent with the small part of the ground state left in the $x,y$ valleys, and it is expected to be very weak. The numerical output lists further stresses and the sizes of the neglected effects.

## Table of computed values

```
INPUTS (rough typical values)
transverse, longitudinal mass: 0.19, 0.92 electron masses
relative permittivity: 11.4
shear deformation potential: 9.0 eV
C11, C12: 165, 65 GPa
valley coupling size Delta: 2.0 meV
1s energy before valley coupling: -35.0 meV
stress: -0.5 GPa; temperature: 10 K
ONE VALLEY
effective length: 3.175 nm; energy: 19.89 meV
1s energy without central cell: -31.23 meV
2p0 energy: -11.50 meV; 2p+- energy: -6.39 meV
dipole length 1s-2p0 along z: 1.137 nm
dipole length 1s-2px along x: 1.595 nm
grid check 2p0, 2p+-: -11.72, -6.55 meV
grid forbidden strength below 1e-6 a_eff^2: True
STRAIN AND GROUND STATE
strain along z: -0.390 %
strain along x: 0.110 %
valley splitting S: 45.0 meV
ground energy from z edge: -37.77 meV
weight in x,y valleys: 0.0180
large-S estimate of that weight: 0.0158
POLARIZATION DEGREES (2p0: par-perp; 2p+-: perp-par)
stress  0.00 GPa: S    0.0 meV, w 0.6667, 2p0 -0.000, 2p+- 0.000
stress -0.05 GPa: S    4.5 meV, w 0.4779, 2p0 0.372, 2p+- 0.229
stress -0.10 GPa: S    9.0 meV, w 0.2979, 2p0 0.650, 2p+- 0.481
stress -0.20 GPa: S   18.0 meV, w 0.1111, 2p0 0.882, 2p+- 0.789
stress -0.50 GPa: S   45.0 meV, w 0.0180, 2p0 0.982, 2p+- 0.964
stress -1.00 GPa: S   90.0 meV, w 0.0043, 2p0 0.996, 2p+- 0.991
stress  0.50 GPa: S  -45.0 meV, w 0.9872, 2p0 -0.949, 2p+- -0.322
LINES AT THE MAIN STRESS
2p0 of z valleys: 26.27 meV, along stress
2p+- of z valleys: 31.38 meV, perpendicular
z-valley ionization threshold: 37.77 meV
2p0 of x,y valleys: 71.27 meV
its perpendicular absorption / main 2p0 line: 0.0249
NEGLECTED EFFECTS
central-cell 1s energy used: -37.00 meV
central-cell factor on 2p0 squared dipole: 0.605
central-cell factor on 2p+- squared dipole: 0.587
smallest intervalley wavevector: 3.47 1/nm
intervalley / intravalley dipole, upper scale: 4.9e-03
first excited 1s level: 4.77 meV above ground
its population: 0.0039 (also in z valleys)
thermal population of x,y-valley levels: 3.7e-22
leak for 3 degree polarizer error: 0.0027
```
